# The far-zone dispersion energy of two atoms, derived in two ways: test program

```python
"""
Far-zone (retarded) dispersion energy of two isotropic ground-state atoms.

Result under test, in Hartree atomic units (hbar = 1, c = 1/fine-structure):
    U(R) -> -23 c alpha_A(0) alpha_B(0) / (4 pi R^7)   for R -> infinity,
with relative deficit between 0 and (129/46) (c/R)^2 (s_A + s_B).

alpha(iu) = sum_n g_n / (w_n^2 + u^2) : polarizability at imaginary frequency
w_n, g_n : excitation frequencies and non-negative strengths
s        : sum_n (g_n / w_n^4) / alpha(0)
T        : field tensor of a dipole at imaginary frequency, x = u R / c
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, gammaln, roots_laguerre

c = 1.0 / const.fine_structure
bohr = const.physical_constants["Bohr radius"][0]
hartree_joule = const.physical_constants["Hartree energy"][0]
hartree_hz = const.physical_constants["hartree-hertz relationship"][0]


def half_line(scale, n=300):
    """Nodes and weights for an integral over u from 0 to infinity."""
    t, w = np.polynomial.legendre.leggauss(n)
    t, w = 0.5 * (t + 1), 0.5 * w
    return scale * t / (1 - t), w * scale / (1 - t) ** 2


def alpha_iu(atom, u):
    freq, strength = atom
    u = np.atleast_1d(u)
    return (strength / (freq**2 + u[:, None] ** 2)).sum(axis=1)


def tensor_components(x, R):
    parallel = 2 * (1 + x) * np.exp(-x) / R**3
    perpendicular = -(1 + x + x**2) * np.exp(-x) / R**3
    return parallel, perpendicular


def energy(atom_a, atom_b, R):
    """Full retarded energy from the trace of the squared field tensor."""
    u, w = half_line(1.0 / (2.0 + R / c))
    par, perp = tensor_components(u * R / c, R)
    response = alpha_iu(atom_a, u) * alpha_iu(atom_b, u)
    return -np.sum(w * response * (par**2 + 2 * perp**2)) / (2 * np.pi)


def far_energy(a0, b0, R):
    return -23 * c * a0 * b0 / (4 * np.pi * R**7)


def london_c6(atom_a, atom_b):
    """C6 as an explicit double sum over excitations."""
    wa, ga = atom_a
    wb, gb = atom_b
    wa, ga = wa[:, None], ga[:, None]
    return 1.5 * np.sum(ga * gb / (wa * wb * (wa + wb)))


# --- Zero-point sum of oscillators plus field modes against the u integral
n_modes = 12
index = np.arange(1, n_modes + 1)
mode_freq = 0.2 * index
g_a = np.sqrt(2 / n_modes) * np.sin(0.30 * np.pi * index)
g_b = np.sqrt(2 / n_modes) * np.sin(0.45 * np.pi * index)
osc_a, osc_b, charge = 1.0, 1.3, np.sqrt(1e-3)


def zero_point(charge_a, charge_b):
    K = np.diag(np.concatenate(([osc_a**2, osc_b**2], mode_freq**2)))
    K[0, 2:] = K[2:, 0] = -charge_a * g_a * mode_freq
    K[1, 2:] = K[2:, 1] = -charge_b * g_b * mode_freq
    return 0.5 * np.sum(np.sqrt(np.linalg.eigvalsh(K)))


mode_sum = (zero_point(charge, charge) - zero_point(charge, 0)
            - zero_point(0, charge) + zero_point(0, 0))
u, w = half_line(1.0)
T_modes = (g_a * g_b * mode_freq**2
           / (mode_freq**2 + u[:, None] ** 2)).sum(axis=1)
mode_integral = -np.sum(w * charge**4 * T_modes**2
                        / ((osc_a**2 + u**2) * (osc_b**2 + u**2))) / (2 * np.pi)
# Tolerance: neglected higher orders are of relative size charge^2 = 1e-3.
assert abs(mode_sum / mode_integral - 1) < 1e-2

# --- Field tensor from the sum over transverse plane waves
kappa, R_test, smear = 1.3, 1.0, 0.05
k, wk = np.polynomial.legendre.leggauss(800)
k, wk = 65 * (k + 1), 65 * wk
mu, wmu = np.polynomial.legendre.leggauss(200)
waves = np.cos(np.outer(k * R_test, mu))
radial = wk * k**4 / (k**2 + kappa**2) * np.exp(-((smear * k) ** 2)) / np.pi
par_sum = radial @ (waves @ (wmu * (1 - mu**2)))
perp_sum = radial @ (waves @ (wmu * (1 + mu**2) / 2))
par_ref, perp_ref = tensor_components(kappa * R_test, R_test)
# Tolerance: the smooth cutoff changes the sum by about (smear*kappa)^2.
assert abs(par_sum / par_ref - 1) < 2 * (smear * kappa) ** 2
assert abs(perp_sum / perp_ref - 1) < 2 * (smear * kappa) ** 2

# --- Trace of the squared tensor by symbolic differentiation
X, Y, Z = sp.symbols("X Y Z", real=True)
D, q = sp.symbols("D q", positive=True)
dist = sp.sqrt(X**2 + Y**2 + Z**2)
wave = sp.exp(-q * dist) / dist
tensor = sp.Matrix(3, 3, lambda i, j: (
    sp.diff(wave, (X, Y, Z)[i], (X, Y, Z)[j])
    - (q**2 * wave if i == j else 0)).subs({X: 0, Y: 0, Z: D}))
y = q * D
poly = y**4 + 2 * y**3 + 5 * y**2 + 6 * y + 3
trace = (tensor * tensor).trace()
assert sp.simplify(sp.expand(trace * D**6 * sp.exp(2 * y)) - 2 * poly) == 0


# --- Moments of the far-zone kernel by quadrature
def kernel(x):
    return np.exp(-2 * x) * (x**4 + 2 * x**3 + 5 * x**2 + 6 * x + 3)


moment0 = quad(kernel, 0, np.inf)[0]
moment2 = quad(lambda x: x**2 * kernel(x), 0, np.inf)[0]
assert abs(moment0 - 23 / 4) < 1e-7
assert abs(moment2 - 129 / 8) < 1e-7
x99 = brentq(lambda t: quad(kernel, 0, t)[0] - 0.99 * moment0, 0.1, 20)


# --- Hydrogen 1s: dipole spectrum from the p channel in a Laguerre basis
def hydrogen(n_basis):
    t, wt = roots_laguerre(60)
    r, wr = t / 2, wt / 2          # weight exp(-2r) is contained in wr
    f, df = [], []
    for n in range(n_basis):
        norm = np.exp(0.5 * (5 * np.log(2) + gammaln(n + 1) - gammaln(n + 5)))
        lag = eval_genlaguerre(n, 4, t)
        dlag = -2 * eval_genlaguerre(n - 1, 5, t) if n > 0 else 0 * t
        f.append(norm * r**2 * lag)
        df.append(norm * (2 * r * lag + r**2 * dlag - r**2 * lag))
    f, df = np.array(f), np.array(df)
    assert np.allclose((f * wr) @ f.T, np.eye(n_basis), atol=1e-8)
    H = 0.5 * (df * wr) @ df.T + (f * wr * (1 / r**2 - 1 / r)) @ f.T
    level, vec = np.linalg.eigh(H)
    dipole = vec.T @ (f @ (wr * 2 * r**2)) / np.sqrt(3)
    freq = level + 0.5
    return freq, 2 * freq * dipole**2


n_basis = 20
H_atom = hydrogen(n_basis)
alpha_H = alpha_iu(H_atom, 0.0)[0]
C6_H = london_c6(H_atom, H_atom)
small_basis = hydrogen(14)
assert abs(london_c6(small_basis, small_basis) - C6_H) < 1e-5

# Closed first-order wavefunction in a static field: equation and alpha(0)
rs = sp.symbols("r", positive=True)
first = (rs**2 + rs**3 / 2) * sp.exp(-rs)
residual = (-sp.diff(first, rs, 2) / 2 + first / rs**2 - first / rs
            + first / 2 - rs**2 * sp.exp(-rs))
assert sp.simplify(residual) == 0
alpha_closed = sp.integrate(
    sp.expand(sp.Rational(8, 3) * rs**2 * (rs**2 + rs**3 / 2))
    * sp.exp(-2 * rs), (rs, 0, sp.oo))
assert abs(alpha_H - float(alpha_closed)) < 1e-8

# --- Model atom: same static polarizability, one low excitation
model_alpha, model_freq = 4.5, 0.2
model = (np.array([model_freq]), np.array([model_alpha * model_freq**2]))
C6_model = london_c6(model, model)


def spectral_s(atom):
    return np.sum(atom[1] / atom[0] ** 4) / np.sum(atom[1] / atom[0] ** 2)


s_H, s_model = spectral_s(H_atom), spectral_s(model)

# --- Near zone of the full integral against the sum over states
for atom, C6 in ((H_atom, C6_H), (model, C6_model)):
    assert abs(-energy(atom, atom, 5.0) * 5.0**6 / C6 - 1) < 1e-3

# --- Far zone: limit, two-sided bound and sharpness, also for a mixed pair
pairs = ((H_atom, H_atom), (model, model), (H_atom, model))
for a, b in pairs:
    a0, b0 = alpha_iu(a, 0.0)[0], alpha_iu(b, 0.0)[0]
    for R in (1e3, 1e4, 1e5):
        deficit = 1 - energy(a, b, R) / far_energy(a0, b0, R)
        bound = 129 / 46 * (c / R) ** 2 * (spectral_s(a) + spectral_s(b))
        assert 0 < deficit < bound
    assert deficit < 1e-3 and deficit / bound > 0.99

# --- Same static response, different spectra: energies merge only far away
assert energy(model, model, 10.0) / energy(H_atom, H_atom, 10.0) < 0.6
assert abs(energy(model, model, 1e5) / energy(H_atom, H_atom, 1e5) - 1) < 1e-3

# --- Worked example
R0 = 1e4
U_full, U_far = energy(H_atom, H_atom, R0), far_energy(alpha_H, alpha_H, R0)
thermal = const.hbar * const.c / (const.k * 300.0) / bohr
print(f"speed of light c = {c:.4f} a.u.")
print(f"kernel integral = {moment0:.6f} (23/4 = {23/4})")
print(f"second moment of kernel = {moment2:.6f} (129/8 = {129/8})")
print(f"correction factor, ratio of the moments = {moment2/moment0:.4f}")
print(f"99% of kernel integral lies below x = {x99:.3f}")
print(f"mode model: zero-point sum = {mode_sum:.5e} a.u.")
print(f"mode model: u integral = {mode_integral:.5e} a.u.")
print(f"H: Laguerre basis functions = {n_basis}")
print(f"H: static polarizability = {alpha_H:.6f} bohr^3")
print(f"H: lowest excitation = {H_atom[0][0]:.6f} hartree")
print(f"H: s = {s_H:.4f} hartree^-2")
print(f"H-H: C6 = {C6_H:.5f} hartree bohr^6")
print(f"model: static polarizability = {model_alpha} bohr^3")
print(f"model: excitation = {model_freq} hartree")
print(f"model: s = {s_model:.4f} hartree^-2")
print(f"model pair: C6 = {C6_model:.5f} hartree bohr^6")
C7 = -far_energy(alpha_H, alpha_H, 1.0)
print(f"far-zone coefficient, both pairs = {C7:.3f} hartree bohr^7")
print(f"H-H: crossing distance = {C7/C6_H:.1f} bohr")
print(f"model pair: crossing distance = {C7/C6_model:.1f} bohr")
print("R (bohr) | U/U_far H-H | U/U_far model | U_model/U_HH")
for R in (1e1, 1e2, 1e3, 1e4, 1e5):
    e_H, e_M = energy(H_atom, H_atom, R), energy(model, model, R)
    ratio_H = e_H / far_energy(alpha_H, alpha_H, R)
    ratio_M = e_M / far_energy(model_alpha, model_alpha, R)
    print(f"{R:8.0f} | {ratio_H:.5f} | {ratio_M:.5f} | {e_M/e_H:.5f}")
print(f"chosen distance = {R0:.0f} bohr = {R0*bohr*1e9:.1f} nm")
print(f"H-H there: full U = {U_full:.5e} hartree")
print(f"H-H there: far-zone U = {U_far:.5e} hartree")
print(f"H-H there: far-zone U/h = {U_far*hartree_hz:.3e} Hz")
print(f"H-H there: relative deficit = {1-U_full/U_far:.6f}")
bound_H = 129 / 46 * (c / R0) ** 2 * 2 * s_H
print(f"H-H there: bound on deficit = {bound_H:.6f}")
print(f"there: c/R = {c/R0:.6f} hartree")
print(f"there: 99% of integral below u = {x99*c/R0:.5f} hartree")
print(f"thermal length hbar c/(k T) at 300 K = {thermal:.3e} bohr")
print("every check passed")
```

Running it gives:

```
speed of light c = 137.0360 a.u.
kernel integral = 5.750000 (23/4 = 5.75)
second moment of kernel = 16.125000 (129/8 = 16.125)
correction factor, ratio of the moments = 2.8043
99% of kernel integral lies below x = 4.614
mode model: zero-point sum = -6.98259e-10 a.u.
mode model: u integral = -6.97508e-10 a.u.
H: Laguerre basis functions = 20
H: static polarizability = 4.500000 bohr^3
H: lowest excitation = 0.375000 hartree
H: s = 5.9074 hartree^-2
H-H: C6 = 6.49903 hartree bohr^6
model: static polarizability = 4.5 bohr^3
model: excitation = 0.2 hartree
model: s = 25.0000 hartree^-2
model pair: C6 = 3.03750 hartree bohr^6
far-zone coefficient, both pairs = 5078.994 hartree bohr^7
H-H: crossing distance = 781.5 bohr
model pair: crossing distance = 1672.1 bohr
R (bohr) | U/U_far H-H | U/U_far model | U_model/U_HH
      10 | 0.01279 | 0.00598 | 0.46751
     100 | 0.12480 | 0.05945 | 0.47640
    1000 | 0.71766 | 0.47259 | 0.65852
   10000 | 0.99388 | 0.97532 | 0.98132
  100000 | 0.99994 | 0.99974 | 0.99980
chosen distance = 10000 bohr = 529.2 nm
H-H there: full U = -5.04793e-25 hartree
H-H there: far-zone U = -5.07899e-25 hartree
H-H there: far-zone U/h = -3.342e-09 Hz
H-H there: relative deficit = 0.006116
H-H there: bound on deficit = 0.006222
there: c/R = 0.013704 hartree
there: 99% of integral below u = 0.06323 hartree
thermal length hbar c/(k T) at 300 K = 1.442e+05 bohr
every check passed
```
